\section*{Oscillating stress exponents at the tip of a bimaterial interface crack}

\section{A shear stress that was not applied}

In a model of a cobalt film on germanium, the interface 1000 nm ahead of a crack tip carries a normal traction of 0.20 GPa and no shear. At 100 nm from the tip the same elastic field has a normal traction of 0.63 GPa and a shear traction of 0.06 GPa. The traction has grown by $\sqrt{10}$, as the usual inverse square root requires, but it has also turned by $5.4^\circ$. The turning comes from an imaginary part in the stress exponent.

Material 1 fills $y>0$ and material 2 fills $y<0$. Both are isotropic and linearly elastic, with shear moduli $\mu_j$ and Poisson ratios $\nu_j$, and they deform in plane strain. They are bonded on $y=0$, $x>0$. The crack lies on $y=0$, $x<0$; its faces are open and free of traction. Define
\begin{equation}
\kappa_j=3-4\nu_j,\qquad
\beta=\frac{\mu_1(\kappa_2-1)-\mu_2(\kappa_1-1)}
{\mu_1(\kappa_2+1)+\mu_2(\kappa_1+1)} .
\label{beta}
\end{equation}
The result to be derived is that the singular in-plane stresses with finite energy near the tip vary with distance $r$ as
\begin{equation}
r^{-1/2\pm i\varepsilon},\qquad
\varepsilon=\frac1{2\pi}\ln\frac{1+\beta}{1-\beta},\qquad 0\le\beta<1 .
\label{result}
\end{equation}
No physical constant enters, so the algebra holds in atomic units as in any consistent set.

The algebraic range of $\beta$ is wider than the physical one. Equation (\ref{beta}) is a weighted mean of $(\kappa_2-1)/(\kappa_2+1)$ and $-(\kappa_1-1)/(\kappa_1+1)$, with positive weights $\mu_1(\kappa_2+1)$ and $\mu_2(\kappa_1+1)$. Hence $\beta<(\kappa_2-1)/(\kappa_2+1)$ when $\kappa_2>1$. Stability requires $-1<\nu<1/2$, so $\kappa<7$ and $\beta<3/4$. If $\nu\ge0$, then $\kappa\le3$ and $\beta<1/2$, which puts $\varepsilon$ below 0.175. Exchanging the materials changes the sign of $\beta$ and leaves the pair of exponents unchanged.

\section{First derivation: powers in two wedges}

\subsection{Displacement and stress from two analytic functions}

Let $z=x+iy$, $D=u+iv$, and let a bar denote complex conjugation. For analytic $\phi$ and $\psi$, take
\begin{equation}
2\mu D=\kappa\phi-z\,\overline{\phi'}-\overline{\psi}.
\label{disp}
\end{equation}
To see that this solves the elastic equations, use $\partial=\frac12(\partial_x-i\partial_y)$ and $\bar\partial=\frac12(\partial_x+i\partial_y)$. With Lam\'e constant $L$, Hooke's law is
\begin{align}
P&\equiv\sigma_{xx}+\sigma_{yy}=4(L+\mu)\,\mathrm{Re}\,\partial D,\\
Q&\equiv\sigma_{xx}-\sigma_{yy}+2i\sigma_{xy}=4\mu\,\bar\partial D .
\end{align}
From (\ref{disp}), $2\mu\,\partial D=\kappa\phi'-\overline{\phi'}$, whose real part is $(\kappa-1)\mathrm{Re}\,\phi'$. Since $L+\mu=\mu/(1-2\nu)$ and $\kappa-1=2(1-2\nu)$,
\begin{equation}
P=4\,\mathrm{Re}\,\phi',\qquad
Q=-2\left(z\overline{\phi''}+\overline{\psi'}\right).
\end{equation}
The two equilibrium equations combine into $\bar\partial P+\partial Q=0$. Here $\bar\partial P=2\overline{\phi''}$ and $\partial Q=-2\overline{\phi''}$, so equilibrium holds. Finally, $(P-Q)/2$ is the traction on a horizontal plane:
\begin{equation}
T\equiv\sigma_{yy}-i\sigma_{xy}
=\phi'+\overline{\phi'}+z\overline{\phi''}+\overline{\psi'} .
\end{equation}

Set $\Phi=\phi'$ and $\Omega=(z\phi'+\psi)'=\phi'+z\phi''+\psi'$. On the line $y=0$, where $z=\bar z$,
\begin{equation}
T=\Phi+\overline\Omega,\qquad
2\mu\,\partial_xD=\kappa\Phi-\overline\Omega .
\label{line}
\end{equation}

\subsection{The exponent equation}

The geometry has no length, so seek powers of $r$. In material $j$ put
\begin{equation}
\Phi_j=A_jz^s,\qquad \Omega_j=\overline{C_j}\,z^{\bar s}.
\end{equation}
At $z=re^{i\theta}$ this gives $\Phi_j=A_jr^se^{is\theta}$ and $\overline{\Omega_j}=C_jr^se^{-is\theta}$. The conjugate exponent in $\Omega$ is needed so that both terms of (\ref{line}) share the power $r^s$. A general field also has the partner terms $\Phi\propto z^{\bar s}$, $\Omega\propto z^s$. They contribute $r^{\bar s}$ to (\ref{line}), and for nonreal $s$ they separate from the first pair and obey the same equations with $\bar s$ in place of $s$.

These powers are complete for $-1<\mathrm{Re}\,s<0$. The angular equations are two coupled second-order equations, with four complex constants per wedge. The two pairs of terms supply the same number. They are independent: if $D=0$, then $\kappa\phi'=\overline{\phi'}$; since $\kappa>1$, this gives $\phi'=0$ and then $\psi'=0$. For real $s$ the pairs coincide and the count is four real constants on both sides.

The upper crack face is $\theta=\pi$ and the lower one is $\theta=-\pi$. With $q=e^{2\pi is}$, zero traction gives
\begin{align}
A_1e^{i\pi s}+C_1e^{-i\pi s}&=0
&&\Rightarrow& C_1&=-qA_1,\label{f1}\\
A_2e^{-i\pi s}+C_2e^{i\pi s}&=0
&&\Rightarrow& C_2&=-A_2/q.\label{f2}
\end{align}
On the bond, $\theta=0$, traction continuity is $A_1+C_1=A_2+C_2$, or
\begin{equation}
A_1(1-q)=A_2(1-1/q)=-\frac{A_2}{q}(1-q).
\end{equation}
Either $q=1$, which means integer $s$, or $A_2=-qA_1$.

Continuity of $\partial_xD$ is sufficient for continuity of $D$, because a term $r^{s+1}$ contains no constant. It requires
\begin{equation}
\frac{\kappa_1A_1-C_1}{\mu_1}=\frac{\kappa_2A_2-C_2}{\mu_2}.
\end{equation}
Insert (\ref{f1}), (\ref{f2}) and $A_2=-qA_1$, then divide by $A_1$:
\begin{equation}
\frac{\kappa_1+q}{\mu_1}=-\frac{q\kappa_2+1}{\mu_2}
\quad\Rightarrow\quad
q=-\frac{\mu_1+\mu_2\kappa_1}{\mu_2+\mu_1\kappa_2}.
\end{equation}
The numerators of $1\pm\beta$, over the denominator of (\ref{beta}), are $2(\mu_2+\mu_1\kappa_2)$ for the plus sign and $2(\mu_1+\mu_2\kappa_1)$ for the minus sign. Therefore
\begin{equation}
e^{2\pi is}=-\frac{1-\beta}{1+\beta}=-e^{-2\pi\varepsilon}.
\label{q}
\end{equation}
Since $-1=e^{2\pi i(n-1/2)}$ for integer $n$, and $e^{2\pi i(i\varepsilon)}=e^{-2\pi\varepsilon}$,
\begin{equation}
s=n-\tfrac12+i\varepsilon .
\end{equation}

\subsection{Which roots are admissible}

The elastic energy per area varies as $r^{2\mathrm{Re}\,s}$. Its integral with area element $r\,dr\,d\theta$ is finite at the tip if $\mathrm{Re}\,s>-1$. The stress is singular if $\mathrm{Re}\,s<0$. These conditions select $n=0$ and exclude every integer $s$. The traction combination is then
\begin{equation}
\sigma_{yy}-i\sigma_{xy}=t_0\,r^{-1/2+i\varepsilon},
\label{traction}
\end{equation}
with complex $t_0$. Its conjugate, $\sigma_{yy}+i\sigma_{xy}$, has exponent $-1/2-i\varepsilon$. The real stresses are combinations of both, which is the meaning of the sign $\pm$ in (\ref{result}).

At $\beta=0$ the exponents merge into $-1/2$, but two real modes survive, because the real and imaginary parts of $t_0$ remain free. They are opening and in-plane shear. This happens for identical materials, and also in the limit of two incompressible materials of any moduli, where $\kappa_1=\kappa_2=1$.

The integer root $s=0$ has a use in thin films. There $C_j=-A_j$, so the traction on $y=0$ vanishes while $\sigma_{xx}=4\,\mathrm{Re}\,A_j$ is uniform in each material. The bond condition also gives the two materials equal strain along $x$, which fixes the ratio of their stresses. A uniform misfit stress parallel to the interface likewise leaves $y=0$ free of traction, but it arises from unequal stress-free lengths, so its values in the two materials need not have that ratio. It can be added without changing the singular exponents. Misfit can still drive the crack through film edges or bending, which then enter through $t_0$.

\section{Second derivation: the response of two surfaces}

\subsection{One half-plane under a periodic load}

Now treat the materials as two separate half-planes loaded along their surfaces. Use $\hat f(k)=\int f(x)e^{-ikx}dx$, so that $\partial_x$ becomes $ik$, and write $m=|k|$, $\eta=\mathrm{sgn}\,k$. In $y>0$ a decaying Airy function is
\begin{equation}
\chi=(a+by)e^{-my}e^{ikx},
\end{equation}
with $\sigma_{yy}=\partial_x^2\chi$, $\sigma_{xx}=\partial_y^2\chi$ and $\sigma_{xy}=-\partial_x\partial_y\chi$. These stresses satisfy equilibrium identically, and $\chi$ is biharmonic, as compatibility requires. Omit the factor $e^{ikx}$ and let $N$ and $S$ be the surface values of $\sigma_{yy}$ and $\sigma_{xy}$:
\begin{equation}
N=-k^2a,\qquad S=-ik(b-ma).
\end{equation}
Thus $a=-N/m^2$ and $b-ma=iS/k$. The remaining surface stress is
\begin{equation}
\sigma_{xx}=m^2a-2mb=-m^2a-2m(b-ma)=N-2i\eta S .
\end{equation}

Plane-strain Hooke's law, $2\mu\,\partial_xu=(1-\nu)\sigma_{xx}-\nu\sigma_{yy}$, gives for the surface amplitude $U$
\begin{equation}
2\mu ikU=(1-2\nu)N-2i(1-\nu)\eta S .
\label{U}
\end{equation}
For the vertical amplitude $V$, use $2\mu\,\partial_yv=(1-\nu)\sigma_{yy}-\nu\sigma_{xx}$ and integrate from the surface to infinity, where $v=0$. Since $\int_0^\infty\chi\,dy=a/m+b/m^2$ and $\int_0^\infty\chi''dy=-(b-ma)$,
\begin{align}
2\mu V&=(1-\nu)(ma+b)-\nu(b-ma)\nonumber\\
&=2(1-\nu)ma+(1-2\nu)(b-ma)\nonumber\\
&=-\frac{2(1-\nu)N}{m}+\frac{i(1-2\nu)S}{k}.
\end{align}
Multiplication by $ik$ gives
\begin{equation}
2\mu ikV=-2i(1-\nu)\eta N-(1-2\nu)S .
\label{V}
\end{equation}
The shear strain is consistent as well: compatibility makes any residual in the shear law independent of $y$, and decay then makes it zero.

Substitute $1-2\nu=(\kappa-1)/2$ and $2(1-\nu)=(\kappa+1)/2$. Adding $i$ times (\ref{V}) to (\ref{U}), then multiplying by 2, produces
\begin{equation}
4\mu ik(U+iV)=\left[(\kappa-1)+\eta(\kappa+1)\right](N-iS).
\label{upper}
\end{equation}
The two-component problem has become a scalar one for $\hat T=N-iS$. In the lower half-plane the decaying factor is $e^{+my}$. This replaces $m$ by $-m$ throughout, hence $\eta$ by $-\eta$:
\begin{equation}
4\mu_2ik(U_2+iV_2)=\left[(\kappa_2-1)-\eta(\kappa_2+1)\right]\hat T .
\label{lower}
\end{equation}

\subsection{Joining the half-planes}

The traction $T$ is common to both surfaces: on the bond by continuity, on the crack because both values vanish. Let $g=\partial_x(D_1-D_2)$ be the gradient of the displacement jump and let
\begin{equation}
c=\frac{\kappa_1+1}{\mu_1}+\frac{\kappa_2+1}{\mu_2}.
\end{equation}
Division of the numerator and denominator of (\ref{beta}) by $\mu_1\mu_2$ shows that $(\kappa_2-1)/\mu_2-(\kappa_1-1)/\mu_1=\beta c$. Subtracting (\ref{lower}) from (\ref{upper}), each divided by its modulus, therefore yields
\begin{equation}
\hat g(k)=\frac c4(\eta-\beta)\hat T(k).
\label{response}
\end{equation}

The term with $\beta$ has a direct meaning. By (\ref{U}), normal traction stretches a free surface along $x$ by a local strain $(\kappa-1)N/(4\mu)$. Two bonded materials with different $(\kappa-1)/\mu$ would stretch differently, and bonding prevents this by adding shear. That coupling turns the traction as the tip is approached.

For a power-law crack field, $T=t_0x^s$ on $x>0$ and zero on $x<0$, while $g=g_0|x|^s$ on $x<0$ and zero on $x>0$. With a vanishing damping factor, and $-1<\mathrm{Re}\,s<0$,
\begin{align}
\hat T&=t_0\Gamma(s+1)|k|^{-s-1}e^{-i\pi\eta(s+1)/2},\\
\hat g&=g_0\Gamma(s+1)|k|^{-s-1}e^{+i\pi\eta(s+1)/2}.
\end{align}
The first follows from $\int_0^\infty x^se^{-px}dx=\Gamma(s+1)p^{-s-1}$ with $p\to ik$; the second has $p\to-ik$. Equation (\ref{response}) becomes $g_0e^{i\pi\eta(s+1)}=(c/4)(\eta-\beta)t_0$. For the two signs of $k$ this reads
\begin{align}
-g_0e^{i\pi s}&=\frac c4(1-\beta)t_0,\label{plus}\\
-g_0e^{-i\pi s}&=-\frac c4(1+\beta)t_0.\label{minus}
\end{align}
Their quotient is
\begin{equation}
e^{2\pi is}=-\frac{1-\beta}{1+\beta},
\end{equation}
which is (\ref{q}). In the present strip its root is $s=-1/2+i\varepsilon$.

\subsection{The crack opening}

At this root $e^{i\pi s}=-ie^{-\pi\varepsilon}=-i\sqrt{(1-\beta)/(1+\beta)}$. Equation (\ref{plus}) then gives $g_0=-i(c/4)\sqrt{1-\beta^2}\,t_0$. Behind the tip $x=-r$, so $g=-d(\delta u+i\delta v)/dr$, where $\delta$ means upper minus lower face. Integrating from the tip and multiplying by $-i$,
\begin{equation}
\delta v-i\,\delta u=
\frac{c\sqrt{1-\beta^2}}{4}\,
\frac{t_0\,r^{1/2+i\varepsilon}}{1/2+i\varepsilon}.
\label{opening}
\end{equation}

The first derivation gives the same amplitude. Its jump gradient is $g_0=A_1e^{i\pi s}c/2$, and its traction is $t_0=A_1(1-q)=2A_1/(1+\beta)$. Eliminating $A_1$ reproduces $g_0$ above.

\section{What each derivation assumes}

Both derivations assume linear elasticity, isotropy, plane strain, a sharp interface and an open crack. They differ in what they require of the rest of the body. The first uses two wedges around the tip and conditions on their edges. It is local, so distant boundaries affect $t_0$ but not the exponents. It also yields the roots with other half-integer real parts and the uniform stress at $s=0$. Its price is the argument that the trial powers are complete.

The second needs no trial function in the angle. It assumes two infinite half-planes, decay of each Fourier component, and convergence of the transforms, which places $s$ in the admissible strip from the start. It therefore does not supply the uniform stress. In return it separates the elastic response (\ref{response}) from the crack geometry and identifies the surface strain mismatch as the source of $\varepsilon$.

A direct numerical solution of the angular displacement equations, using neither potentials nor Fourier transforms, was compared with (\ref{result}). For two material pairs with $\beta=0.2$ it gave $\varepsilon=0.064532$ both times, equal to the formula at the printed digits. The pairs had different values, $0.470$ and $-0.015$, of the second Dundurs parameter
\begin{equation}
\alpha=\frac{\mu_1(\kappa_2+1)-\mu_2(\kappa_1+1)}
{\mu_1(\kappa_2+1)+\mu_2(\kappa_1+1)} .
\end{equation}
This agrees with the absence of $\alpha$ from the exponent.

\section{Cobalt on germanium}

Rough elastic constants, averaged to isotropic moduli, give $\mu_1=80.8$ GPa and $\kappa_1=1.75$ for cobalt, $\mu_2=53.5$ GPa and $\kappa_2=2.13$ for germanium; the third figure is kept only for the arithmetic. Hence
\begin{align}
\beta&=\frac{80.8(1.13)-53.5(0.75)}
{80.8(3.13)+53.5(2.75)}\approx0.128,\\
\varepsilon&=\frac1{2\pi}\ln\frac{1.128}{0.872}\approx0.041 .
\end{align}
For small $\beta$, $\varepsilon\approx\beta/\pi$, which also gives 0.041.

Let the traction at $r=l=1000$ nm be purely normal, $\sigma_0=0.20$ GPa. Equation (\ref{traction}) is then $T=\sigma_0(r/l)^{-1/2+i\varepsilon}$, and
\begin{equation}
\frac{\sigma_{xy}}{\sigma_{yy}}=\tan\!\left(\varepsilon\ln\frac lr\right).
\end{equation}
At 100 nm the angle is $0.041\ln10=0.094$ rad, or $5.4^\circ$. This accounts for the shear in the opening example. The normal traction there, 0.63 GPa, is 0.0039 eV/\AA$^3$. Because the angle depends on $r$, a statement of the mix of opening and shear at such a tip needs a reference length whenever $\varepsilon\ne0$.

At $l$ behind the tip, (\ref{opening}) gives an opening of 9.1 nm (91 \AA) and a sliding of 0.75 nm. Closer in, the opening is proportional to
\begin{equation}
\sqrt r\,\cos\!\left[\varepsilon\ln(r/l)-\arctan(2\varepsilon)\right].
\end{equation}
As $r$ decreases from $l$, the cosine first vanishes when its argument reaches $-\pi/2$:
\begin{equation}
r_c=l\exp\!\left[-\frac{\pi/2-\arctan(2\varepsilon)}{\varepsilon}\right].
\end{equation}
Just inside $r_c$ the formula makes the faces overlap, which contradicts an open crack; still closer in, overlap and opening alternate. Here the exponent is $-36.4$ and $r_c=1.6\times10^{-13}$ nm ($1.6\times10^{-12}$ \AA). This length has no meaning for matter made of atoms; it shows that overlap does not limit the model under this load. With $\beta=0.4$ and the same loading condition, $r_c/l$ rises to $6\times10^{-5}$. The sign of any shear traction at $l$ matters. Positive $\sigma_{xy}$ brings contact farther out, since the cosine then starts nearer to the zero it is approaching; negative $\sigma_{xy}$ moves contact farther in. For cobalt on germanium with $\sigma_{xy}/\sigma_{yy}=\tan80^\circ$ at $l$, $r_c$ is about 100 nm, whatever the size of the load. If the traction at $l$ still has magnitude 0.20 GPa, the von Mises stress in cobalt reaches a rough yield stress of 1 GPa about 120 nm from the tip, so yielding sets in slightly farther out than overlap. Overlap is the first limit only at lower loads or in a harder film.

The example assumes a sharp, unreacted interface, whereas annealed cobalt on germanium forms germanide layers with their own moduli. It also assumes a film 10000 nm thick, far thicker than cobalt contact layers in chips, which are roughly 10 nm. In such a layer a tip field extending to 1000 nm would not exist, although the exponents would still apply at distances well below the thickness, if continuum elasticity held there. Even here $l$ is a tenth of the thickness, so nonsingular terms may matter at $l$; their size was not computed. The interface traction reaches 1 GPa, a rough yield stress, at about 40 nm from the tip. Yielding depends on the whole stress state, so this is only an estimate of where the assumption of linear elasticity breaks first. With a yield stress of 0.5 GPa the same estimate gives 160 nm, and the values quoted at 100 nm should then not be trusted. A von Mises criterion applied to the elastic field in cobalt gives somewhat smaller zones: at most about 30 nm for 1 GPa and 120 nm for 0.5 GPa, reached at roughly $70^\circ$ from the interface, and about 13 and 44 nm along the interface itself. Between 1000 and 40 nm the elastic traction turns by $0.041\ln25=0.13$ rad, about $7.6^\circ$; the continued turning inside that distance should not be trusted. If the elastic formula is nevertheless continued inward, the magnitude of the displacement jump, opening and sliding combined, falls to a rough bonding range of 0.3 nm about 1.1 nm behind the tip. At such separations the faces are no longer free of traction, though yielding would change the distance at which this happens.

Isotropy is a milder approximation for hexagonal cobalt. For a cobalt film with its hexagonal axis normal to the interface, on (001) germanium, $\varepsilon$ is 0.044 for a crack along $[100]$ and 0.041 along $[110]$, at most about 8\% above the isotropic value; the real part of the exponent remains $-0.500$ to the digits shown. Thin cobalt films are often face-centred cubic, and then the shift can be larger: with rough constants $c_{11}=225$, $c_{12}=160$, $c_{44}=92$ GPa, a (001) film and a crack along the cobalt $[100]$ direction, $\varepsilon$ falls to between 0.032 and 0.034, about 20\% below the isotropic value. A shear modulus lower by 10\% at fixed Poisson ratio, as a measure of uncertain input, changes $\varepsilon$ to 0.036 if the cobalt softens and to 0.046 if the germanium does, with the other material held fixed. The rotation between 1000 and 100 nm then lies between $4.7^\circ$ and $6.1^\circ$. The numerical output lists the elastic constants and the numerical shifts behind these values.

\section*{Computed results}
\begin{verbatim}
beta, alpha, eps from collocation, eps from formula (no unit)
   0.00  -0.135  0.000000  0.000000
   0.05   0.016  0.015929  0.015929
   0.20   0.470  0.064532  0.064532
   0.20  -0.015  0.064532  0.064532
   0.40   0.662  0.134852  0.134852
   0.70   0.911  0.276070  0.276070
largest error of a complex exponent: 1.0e-12
upper limit of beta, all stable nu: 0.7500; eps there 0.3097
upper limit of beta, nu >= 0: 0.5000; eps there 0.1748
rough Co constants (GPa): c11 300, c33 350, c12 160, c13 105, c44 75, c66 70
rough Ge constants (GPa): c11 130, c33 130, c12 50, c13 50, c44 65, c66 65
Co average: mu 80.80 GPa, nu 0.3118, kappa 1.7526
Ge average: mu 53.50 GPa, nu 0.2169, kappa 2.1323
Co on Ge: alpha 0.2643, beta 0.1279, eps 0.04095
q = exp(2 pi i s) = -0.77315
collocation eps 0.04095; shift 16 to 22 nodes 6.0e-11
normal traction 0.20 GPa, shear 0, at l = 1000 nm
r   1000 nm: normal 0.2000 GPa, shear -0.0000 GPa, angle -0.00 deg
r    100 nm: normal 0.6296 GPa, shear 0.0595 GPa, angle 5.40 deg
  normal traction at 100 nm: 0.00393 eV/angstrom^3
r     50 nm: normal 0.8877 GPa, shear 0.1094 GPa, angle 7.03 deg
at l behind tip: opening 9.124 nm, sliding 0.747 nm
  opening there: 91.24 angstrom
first face contact: ln(rc/l) -36.36, rc 1.61e-13 nm
  rc = 1.61e-12 angstrom
for beta 0.4 instead: eps 0.1349, rc/l 6.16e-05
anisotropic textured Co on (001) Ge:
  crack along [100]: Re s -0.50000, eps 0.04425, shift 30 to 40 nodes 3.8e-07
  crack along [110]: Re s -0.50000, eps 0.04132, shift 30 to 40 nodes 4.3e-07
eps with mu 10 percent lower: in Co 0.03586, in Ge 0.04592
rough film yield stress 1.0 GPa: reached at 40.0 nm
rough range of bonding forces 0.3 nm: crack opens this far at 1.07 nm
film thickness 10000 nm: l/thickness 0.10
\end{verbatim}
